\section*{The Kitaev chain: Majorana form, Pfaffian invariant and end modes}

\section{From electrons to Majorana operators}

Q: I am told that a chain of ordinary fermions can hold half a fermion at each end. Before I believe anything of the kind, which Hamiltonian is meant?

A: Spinless fermions $c_j$ on a line, with superconducting pairing between neighbours treated in mean field:
\begin{equation}
\begin{aligned}
H=\sum_j\bigl[&-\mu(c_j^\dagger c_j-\tfrac12)-t(c_j^\dagger c_{j+1}+c_{j+1}^\dagger c_j)\\
&+\Delta(c_jc_{j+1}+c_{j+1}^\dagger c_j^\dagger)\bigr].
\end{aligned}
\label{H}
\end{equation}
Here $t>0$, and $\mu$ and $\Delta\neq0$ are real. A uniform phase, $\Delta=|\Delta|e^{i\varphi}$, is removed by writing $c_j=e^{-i\varphi/2}\tilde c_j$, so a real $\Delta$ costs no generality here. On each site define
\begin{equation}
a=c+c^\dagger,\qquad b=-i(c-c^\dagger),\qquad c=\tfrac12(a+ib).
\end{equation}
Both are Hermitian. Since $c^2=0$ and $cc^\dagger+c^\dagger c=1$, we have $a^2=b^2=1$ and $ab+ba=-2i(c^2-c^{\dagger2})=0$. Operators on different sites anticommute.

Q: That is a change of letters. What does it do to the Hamiltonian?

A: It shows which halves are tied together. On a site,
\begin{equation}
c^\dagger c=\tfrac14(a-ib)(a+ib)=\tfrac14(2+iab-iba)=\tfrac12+\tfrac i2ab .
\end{equation}
For a bond, let a prime denote site $j+1$. In the hopping term the products $aa'$ and $bb'$ cancel against $a'a$ and $b'b$:
\begin{align}
c^\dagger c'+c'^\dagger c&=\tfrac14\bigl[(a-ib)(a'+ib')+(a'-ib')(a+ib)\bigr]\nonumber\\
&=\tfrac i4(ab'-ba'+a'b-b'a)=\tfrac i2(ab'-ba').
\end{align}
The last step uses $a'b=-ba'$ and $b'a=-ab'$. In the same way
\begin{align}
cc'+c'^\dagger c^\dagger&=\tfrac14\bigl[(a+ib)(a'+ib')+(a'-ib')(a-ib)\bigr]\nonumber\\
&=\tfrac i4(ab'+ba'-a'b-b'a)=\tfrac i2(ab'+ba').
\end{align}
Collecting terms,
\begin{equation}
\begin{aligned}
H&=\frac i2\sum_j\bigl[-\mu a_jb_j+(\Delta-t)a_jb_{j+1}+(\Delta+t)b_ja_{j+1}\bigr]\\
&=\frac i2\sum_{ij}a_iM_{ij}b_j .
\end{aligned}
\label{maj}
\end{equation}
Because $b_ja_{j+1}=-a_{j+1}b_j$, the elements are $M_{jj}=-\mu$, $M_{j,j+1}=\Delta-t$ and $M_{j+1,j}=-(\Delta+t)$.

Take $\mu=0$ and $\Delta=t$ on an open chain of $N$ sites. Then $H=it\sum_{j=1}^{N-1}b_ja_{j+1}$, and $a_1$ and $b_N$ do not appear at all. Together they make one fermion mode of zero energy, with one half at each end.

Q: You tuned two parameters to get that. I expect it to vanish when I move them.

A: Then we need a quantity that cannot drift, and a separate calculation of the end mode away from the tuned point.

\section{The bulk and its two special momenta}

Q: Start with the spectrum. How do I read energies from $M$?

A: From its singular value decomposition $M=U\,\mathrm{diag}(\varepsilon_n)V^T$, with $U,V$ real orthogonal and $\varepsilon_n\ge0$. Put $a'_n=\sum_iU_{in}a_i$ and $b'_n=\sum_jV_{jn}b_j$. These are again Majorana operators, and
\begin{equation}
H=\frac i2\sum_n\varepsilon_n a'_nb'_n .
\label{svd}
\end{equation}
Each $ia'_nb'_n$ has eigenvalues $\pm1$. The ground state has $ia'_nb'_n=-1$ for all $n$, and reversing one of them costs $\varepsilon_n$. The excitation energies are therefore the singular values of $M$.

On a ring of $N$ sites, let the closing bond carry a sign $s=+1$ (periodic) or $s=-1$ (antiperiodic). Plane waves $e^{ikj}$ with $e^{ikN}=s$ are eigenvectors of $M$:
\begin{align}
\sum_jM_{lj}e^{ikj}&=f(k)e^{ikl},\nonumber\\
f(k)&=-\mu+(\Delta-t)e^{ik}-(\Delta+t)e^{-ik}\nonumber\\
&=-(\mu+2t\cos k)+2i\Delta\sin k .
\label{f}
\end{align}
These eigenvectors are orthogonal, so the singular values are $|f(k)|$:
\begin{equation}
E(k)=\sqrt{(\mu+2t\cos k)^2+4\Delta^2\sin^2k}.
\label{E}
\end{equation}
As $\Delta\ne0$, a zero needs $\sin k=0$, and then $\mu=-2t$ (at $k=0$) or $\mu=2t$ (at $k=\pi$). For all other $\mu$ the bulk is gapped. If $\Delta$ were zero, the chain would be a gapless metal for $|\mu|<2t$, with no gap to protect a label and no end mode that decays into the bulk.

Q: The spectrum depends on $\mu$ through a smooth formula. Where could a discrete label hide?

A: In a sign that the square root discards. Write $H=\frac i4\sum A_{lm}\gamma_l\gamma_m$, with $\gamma=(a_1,b_1,a_2,b_2,\dots)$ and $A$ real and antisymmetric. The prefactor is $\frac i4$ because each pair now occurs twice. The Bloch matrix of one cell is $A_{\alpha\beta}(k)=\sum_rA_{\alpha0,\beta r}e^{ikr}$. Its $ab$ element is $f(k)$. Its $ba$ element is $-f(-k)=-f(k)^*$, because $A_{b_l,a_j}=-M_{jl}$. So
\begin{equation}
A(k)=\begin{pmatrix}0&f(k)\\-f(k)^*&0\end{pmatrix}.
\end{equation}
Reality of $A$ gives $A(k)^*=A(-k)$, and antisymmetry gives $A(k)^T=-A(-k)$. At $k=0$ and $k=\pi$, where $k$ and $-k$ are equivalent, $A(k)$ is thus itself real and antisymmetric.

Such a matrix has a Pfaffian, a signed square root of its determinant. To define it for size $2n$, take anticommuting symbols $\theta_l$ with $\theta_l^2=0$ and set
\begin{equation}
\frac1{n!}\Bigl(\frac12\sum_{lm}A_{lm}\theta_l\theta_m\Bigr)^n=\mathrm{Pf}(A)\,\theta_1\theta_2\cdots\theta_{2n}.
\label{pfdef}
\end{equation}
For $n=1$ it is the element $A_{12}$. Hence
\begin{equation}
\mathrm{Pf}\,A(0)=-(\mu+2t),\qquad \mathrm{Pf}\,A(\pi)=2t-\mu ,
\label{pf}
\end{equation}
\begin{equation}
\mathcal Q=\mathrm{sgn}\bigl[\mathrm{Pf}\,A(0)\,\mathrm{Pf}\,A(\pi)\bigr]=\mathrm{sgn}(\mu^2-4t^2).
\label{Q}
\end{equation}
So $\mathcal Q=-1$ for $|\mu|<2t$ and $+1$ for $|\mu|>2t$. Neither Pfaffian can change sign without passing through zero, where $E(0)$ or $E(\pi)$ vanishes. While the gap stays open, $\mathcal Q$ is fixed.

Q: Why the product? Each factor already has a protected sign.

A: Each sign separately depends on how the operators in a cell are named. Replace $b_j$ by $-b_j$ on every site: both Pfaffians change sign and the physics does not. More generally, a real orthogonal change of basis $O$, the same in every cell, multiplies both by $\det O=\pm1$. The product is unaffected.

\section{What the sign measures}

Q: So far $\mathcal Q$ is a sign made from a matrix. Does it correspond to anything one could observe in a state?

A: To the parity of the number of fermions in the ground state of a ring, compared between the periodic and the antiperiodic closure. Pairing changes that number by two, so the parity
\begin{equation}
P=\prod_j(1-2c_j^\dagger c_j)=\prod_j(-ia_jb_j)
\end{equation}
is conserved. We compare it with the corresponding product of the primed operators in \eqref{svd}.

The product of all $a$'s obeys $a'_1\cdots a'_N=\det U\,a_1\cdots a_N$. To see this, build $U$ from rotations in single planes and reflections. For a rotation,
\begin{equation}
(\cos\phi\,a_1+\sin\phi\,a_2)(-\sin\phi\,a_1+\cos\phi\,a_2)=a_1a_2,
\end{equation}
since the squares cancel and $-\sin^2\!\phi\,a_2a_1=\sin^2\!\phi\,a_1a_2$. A reflection changes the sign once. The same holds for the $b$'s with $V$. Sorting $a_1b_1a_2b_2\cdots$ into $a$'s followed by $b$'s gives the same sign for primed and unprimed operators, so
\begin{equation}
P=\det U\det V\prod_n(-ia'_nb'_n).
\end{equation}
In the ground state every factor $-ia'_nb'_n$ is $+1$. As $\det M=\det U\det V\prod_n\varepsilon_n$, a gapped ground state has
\begin{equation}
P_{\rm gs}=\mathrm{sgn}\det M .
\label{par}
\end{equation}

Q: You promised Pfaffians and delivered a determinant.

A: They are equal here. Let $\alpha_i,\beta_i$ be the symbols $\theta$ belonging to $a_i,b_i$, and put $\beta'_i=\sum_jM_{ij}\beta_j$. The bracket in \eqref{pfdef} is $\sum_i\alpha_i\beta'_i$. Its terms commute and square to zero, so its $N$th power divided by $N!$ is
\begin{equation}
\alpha_1\beta'_1\cdots\alpha_N\beta'_N=\det M\;\alpha_1\beta_1\cdots\alpha_N\beta_N ,
\end{equation}
the determinant arising because the $\beta$'s anticommute. Thus $\mathrm{Pf}A=\det M$ in the chosen order.

On a ring $\det M=\prod_kf(k)$. From \eqref{f}, $f(-k)=f(k)^*$, so each pair $(k,-k)$ contributes $|f(k)|^2>0$. The sign comes from $k=0$ and $k=\pi$, if the ring allows them. Periodic momenta are $2\pi m/N$, which include $0$ always and $\pi$ for even $N$. Antiperiodic momenta are $(2m+1)\pi/N$, which never include $0$ and include $\pi$ for odd $N$. In both cases $0$ and $\pi$ each occur once in the two rings taken together, and
\begin{equation}
P_{\rm gs}^{\rm periodic}\,P_{\rm gs}^{\rm antiperiodic}=\mathcal Q .
\label{rings}
\end{equation}

Q: Is there a picture behind this bookkeeping?

A: Pairing joins $k$ with $-k$, and those states are filled two at a time. The levels at $0$ and $\pi$ have no partner; $f(0)$ and $f(\pi)$ are their band energies $-\mu\mp2t$, and each is filled when its energy is negative. For $\mu<-2t$ both are empty, for $\mu>2t$ both are filled, and in between the level at $0$ is filled and that at $\pi$ is empty. That single unpaired fermion is what $\mathcal Q=-1$ records.

Q: Give me numbers, including a ring of odd length.

A: Take $\Delta=0.4\,t$ and $\mu=0.8\,t$. In units of $t$, $\mathrm{Pf}A(0)=-(0.8+2)=-2.8$ and $\mathrm{Pf}A(\pi)=2-0.8=1.2$, so $\mathcal Q=-1$. The minimum of \eqref{E} is $0.72\,t$. Diagonalizing the full many-fermion Hamiltonian for $N=5$ and $N=6$ gives ground-state parity $-1$ on the periodic ring and $+1$ on the antiperiodic one.

For $\mu=2.5\,t$ the Pfaffians are $-4.5$ and $-0.5$, and $\mathcal Q=+1$. The parities are now $-1$ and $-1$ for $N=5$, but $+1$ and $+1$ for $N=6$. The periodic ring alone would mislead you at $N=5$; the product \eqref{rings} does not.

\section{The end mode}

Q: A ring has no ends. Why should its parity know about the end of an open chain?

A: Let us solve the end problem and then compare. On a half-infinite chain $j=1,2,\dots$ we look for a Majorana operator that commutes with $H$ and has normalizable amplitudes. Try $\Gamma=\sum_ju_ja_j$. From
\begin{equation}
[a_ib_j,a_l]=-a_ia_lb_j-a_la_ib_j=-2\delta_{il}b_j
\end{equation}
we get
\begin{equation}
[H,\Gamma]=-i\sum_j\Bigl(\sum_lu_lM_{lj}\Bigr)b_j .
\label{comm}
\end{equation}
An admixture $\sum_jv_jb_j$ would add $i\sum_{ij}M_{ij}v_ja_i$, which contains $a$'s instead of $b$'s. The two conditions therefore separate. For the $a$-mode,
\begin{equation}
(t+\Delta)u_{j+1}+\mu u_j+(t-\Delta)u_{j-1}=0,\qquad u_0=0,
\label{rec}
\end{equation}
where $u_0=0$ expresses that site 1 has no left neighbour.

Take $\Delta>0$ first. With $u_j=x^j$ the recurrence becomes
\begin{equation}
g(x)=(t+\Delta)x^2+\mu x+(t-\Delta)=0,
\label{g}
\end{equation}
and the solution with $u_0=0$, $u_1=1$ is
\begin{equation}
u_j=\frac{x_+^j-x_-^j}{x_+-x_-},
\label{u}
\end{equation}
or $jx^{j-1}$ for equal roots. It decays if both roots lie inside the unit circle.

Q: And why would they, over the whole range $|\mu|<2t$?

A: The values at $x=\pm1$ are $g(1)=2t+\mu$ and $g(-1)=2t-\mu$, both positive in that range. The product of the roots is $(t-\Delta)/(t+\Delta)$, of modulus below 1. A complex pair has $|x|^2$ equal to this product, so both are inside. If the roots are real, equal signs of $g(\pm1)$ mean that an even number lies in $(-1,1)$; the product forces at least one to be there, hence both. The mode exists.

For $|\mu|>2t$ the values $g(1)$ and $g(-1)$ have opposite signs. One root is inside and the other outside. Since \eqref{u} contains both, it grows, and there is no $a$-mode.

Q: Perhaps a $b$-mode at the same end takes over, or cancels your $a$-mode.

A: Its equation is $(t-\Delta)v_{j+1}+\mu v_j+(t+\Delta)v_{j-1}=0$ with $v_0=0$. For $\Delta\neq t$ its roots are the reciprocals $1/x_\pm$. When $|\mu|<2t$ both are outside the unit circle. Running the recurrence backwards over many steps then shrinks every solution geometrically, so one that stays bounded far away must vanish at the start. When $|\mu|>2t$ one is inside and one outside, and $v_0=0$ again mixes both. For $\Delta=t$ the equation is $\mu v_j+2tv_{j-1}=0$, which with $v_0=0$ forces all $v_j=0$. There is no $b$-mode at the left end.

For $\Delta<0$, put $c_j=i\tilde c_j$. Hopping and density are unchanged and $\Delta$ becomes $-\Delta$, while $a=-\tilde b$ and $b=\tilde a$. The left mode is then of type $b$, under the same condition on $\mu$.

Q: Now compare with the bulk, as you said you would.

A: Equation \eqref{f} can be written with $x=e^{-ik}$ as $f(k)=-g(x)/x$. Thus $\mathrm{Pf}A(0)=-g(1)$, $\mathrm{Pf}A(\pi)=g(-1)$, and
\begin{equation}
g(1)\,g(-1)=-\mathrm{Pf}A(0)\,\mathrm{Pf}A(\pi).
\end{equation}
The signs that fix the parity of the rings are the signs that decide whether the roots fall on the same side of the unit circle. A half-infinite chain has one Majorana end mode for $\mathcal Q=-1$ and none for $\mathcal Q=+1$.

As $\mu$ approaches $2t$ from below, one root approaches $-1$. Writing $x=-1+\eta$ and using $g'(-1)=\mu-2(t+\Delta)\approx-2\Delta$, we find $\eta\approx(2t-\mu)/(2\Delta)$ to leading order. The amplitude decay length is about $1/\eta=2\Delta/(2t-\mu)$ sites. It diverges as the gap $E(\pi)=2t-\mu$ closes, and the mode dissolves into the bulk.

\section{Finite chains}

Q: Real chains have two ends. Is the energy still zero?

A: In general not. Cut \eqref{u} off at site $N$, with $\Delta>0$. All columns in \eqref{comm} still vanish except the last, where $(\Delta-t)u_{N-1}-\mu u_N=(t+\Delta)u_{N+1}$ by \eqref{rec}. Hence
\begin{equation}
[H,\Gamma]=-i(t+\Delta)u_{N+1}b_N .
\end{equation}
The right-hand mode is the mirror image, $v_j=u_{N+1-j}$, made of $b$'s. The element of $M$ between the two normalized modes gives the energy of the fermion they form:
\begin{equation}
E_0\simeq\frac{(t+\Delta)|u_{N+1}|}{\sum_{j=1}^Nu_j^2},
\label{split}
\end{equation}
where $v_N=u_1=1$ was used. The coupling of each mode to the remaining states is also proportional to $u_{N+1}$. Eliminating those states, which lie at energies of the order of the gap, changes $E_0$ at second order in $u_{N+1}$.

For $\mu=0.8\,t$ and $\Delta=0.4\,t$, \eqref{g} reads $1.4x^2+0.8x+0.6=0$, so
\begin{equation}
x=\frac{-0.8\pm i\sqrt{2.72}}{2.8}=-0.286\pm0.589\,i,
\end{equation}
with $|x|=\sqrt{0.6/1.4}=0.655$. The amplitude decays over $-1/\ln|x|=2.36$ sites, and 99\% of the left mode's weight is on the first six. Diagonalization gives
\begin{center}
\begin{tabular}{cc}
$N$ & $E_0/t$\\
10 & $3.90\times10^{-3}$\\
20 & $2.23\times10^{-4}$\\
30 & $4.39\times10^{-7}$
\end{tabular}
\end{center}
At $N=10$ formula \eqref{split} differs from the exact value by about 0.01\% of that value.

Q: The first step reduces $E_0$ by a factor 17.5, the second by about 500. That is not an exponential.

A: It is an exponential times an oscillation. For complex roots $x_\pm=re^{\pm i\theta}$, \eqref{u} becomes $u_j=r^{j-1}\sin(j\theta)/\sin\theta$. Ten more sites reduce the envelope by $r^{-10}\approx69.2$. Here $\cos\theta=-0.286/0.655$, so $\theta\approx115.9^\circ$, and $|\sin(N+1)\theta|$ is about $0.253$, $0.998$ and $0.136$ for the three lengths. This gives $69.2\times0.253/0.998\approx17.5$ and $69.2\times0.998/0.136\approx508$.

Q: Then the splitting can vanish altogether.

A: For $0<\Delta<t$, yes, at isolated values of $\mu$. Expanding the determinant of the open $M$ along its last row gives
\begin{equation}
D_N=-\mu D_{N-1}-(t^2-\Delta^2)D_{N-2},
\end{equation}
with $D_0=1$ and $D_1=-\mu$. By \eqref{rec} this is solved by $D_N=(t+\Delta)^Nu_{N+1}$. For $0<\Delta<t$, the sum and product of the roots give $\cos\theta=-\mu/(2\sqrt{t^2-\Delta^2})$. Setting $(N+1)\theta=\pi m$ yields
\begin{equation}
\mu_m=-2\sqrt{t^2-\Delta^2}\,\cos\frac{\pi m}{N+1},\qquad m=1,\dots,N.
\end{equation}
These are $N$ distinct zeros of a polynomial of degree $N$ in $\mu$, so each is simple and $D_N$ changes sign there. By \eqref{par} the ground-state parity switches. For $N=20$, $m=14$ and $\Delta=0.4\,t$, the zero is at $\mu=0.917\,t$. For $\Delta>t$ the roots are real with opposite signs, so $u_{N+1}=0$ needs $x_-=-x_+$ and even $N+1$: the splitting vanishes only at $\mu=0$ and only for odd $N$. For $\Delta=t$, $D_N=(-\mu)^N$, whose only zero is $\mu=0$.

Q: Could such an accident also produce a zero mode for $|\mu|>2t$?

A: No. The symmetric part $S=\frac12(M+M^T)$ of the open-chain matrix has $-\mu$ on the diagonal and $\frac12[(\Delta-t)-(\Delta+t)]=-t$ beside it. Its eigenvectors are $\sin(qj)$ with $q=\pi m/(N+1)$, and its eigenvalues $-\mu-2t\cos q$ all have the same sign and modulus at least $|\mu|-2t$. For any real unit vector $w$,
\begin{equation}
\|Mw\|\ge|w^TMw|=|w^TSw|\ge|\mu|-2t .
\end{equation}
The smallest singular value is the minimum of the left side, so no excitation lies below $|\mu|-2t$, whatever $N$ and $\Delta$. At $\mu=2.5\,t$, $\Delta=0.4\,t$ and $N=20$ the lowest energy is $0.53\,t$, above the bound $0.5\,t$. The numerical check also scans open chains of 120 sites over both signs of $\mu$ and $\Delta$, and finds the near-zero pair of levels in the cases with $\mathcal Q=-1$ and in no others.

\section*{Calculated quantities}
\begin{verbatim}
t = 1.0, delta = 0.4 (energies in units of t)
mu = 0.8: Pf A(0) = -2.80, Pf A(pi) = 1.20, Q = -1
  bulk gap min E(k) = 0.7198 t
  ring N = 5: ground parity periodic -1, antiperiodic +1
  ring N = 6: ground parity periodic -1, antiperiodic +1
mu = 2.5: Pf A(0) = -4.50, Pf A(pi) = -0.50, Q = +1
  bulk gap min E(k) = 0.5000 t
  ring N = 5: ground parity periodic -1, antiperiodic -1
  ring N = 6: ground parity periodic +1, antiperiodic +1
open N = 5: Pf A = -0.3008 t^5, ground parity -1
open N = 6: Pf A = 0.6586 t^6, ground parity +1
open-chain scan, N = 120: 45 parameter sets agree
roots x = -0.2857 +/- 0.5890 i, |x| = 0.6547
amplitude decay length = 2.360 sites
N = 10: E0 exact = 3.90067e-03 t, estimate = 3.90030e-03 t, next level = 0.8172 t
N = 20: E0 exact = 2.22648e-04 t, estimate = 2.22648e-04 t, next level = 0.7550 t
N = 30: E0 exact = 4.38918e-07 t, estimate = 4.38918e-07 t, next level = 0.7355 t
normalized left a-mode, N = 30 (site: numerical, formula)
  1: +0.82808, +0.82808
  2: -0.47319, -0.47319
  3: -0.08450, -0.08450
  4: +0.25108, +0.25108
  5: -0.10726, -0.10726
  6: -0.04631, -0.04631
weight of left mode on sites 1-6 = 0.99345
N = 20, m = 14: exact zero at mu = 0.91652 t, |E0| below 1e-12 t: True
mu = 2.5, N = 20: lowest E = 0.5326 t, bound |mu| - 2t = 0.5000 t
\end{verbatim}
